# Why Terrace Disorder Turns Glancing-Incidence Diffraction Spots into Long Streaks

**Question.** In reflection high-energy electron diffraction, a growing surface with a few atomic steps often shows long streaks perpendicular to the surface edge. Random steps have no preferred in-plane direction, so they should blur the diffraction equally along and across the beam. Why is the spot drawn out in one direction, what kind of disorder does it, and how long is the streak?

**Answer.** Two things combine. Steps can give a reciprocal-lattice rod a small width, equal in all in-plane directions. Energy conservation then cuts that rod at a glancing angle, and the cut is long.

### The mechanism

Let \(z\) be the outward surface normal and \(x\) the surface projection of the incident beam. All angles are measured from the surface plane, in vacuum. The beam has wavenumber \(k\) and incidence angle \(\theta_i\), and leaves at exit angle \(\theta\) and azimuth \(\varphi\):

\[
\mathbf k_i=k(\cos\theta_i,0,-\sin\theta_i),\qquad
\mathbf k_f=k(\cos\theta\cos\varphi,\cos\theta\sin\varphi,\sin\theta).
\]

Both vectors have length \(k\) because the scattering is taken as elastic. The momentum transfer is \(\mathbf q=\mathbf k_f-\mathbf k_i\).

A perfect surface lattice fixes only the parallel part, \(\mathbf q_\parallel=\mathbf G\), where \(\mathbf G\) is a surface reciprocal-lattice vector. In reciprocal space this condition is a sharp rod along \(z\). The ends of the possible \(\mathbf k_f\) form the Ewald sphere, which a sharp rod meets in a point. A flat, perfect surface therefore gives spots.

Now give the rod a full width \(w\). Near the intersection the sphere can be replaced by its tangent plane, which is perpendicular to \(\mathbf k_f\). Since \(\mathbf k_f\) makes the angle \(\theta\) with the surface, this plane makes the angle \(\theta\) with the rod axis. A round rod cut in this way shows an ellipse of length \(w/\sin\theta\) and breadth \(w\). Seen from the centre of the sphere, at distance \(k\), these become the angles \(w/(k\sin\theta)\) and \(w/k\). The disorder is isotropic; the cut is not.

### Which disorder widens a rod

Not every lateral disorder does. Suppose first that site \(n\), at position \(\mathbf r_n\), scatters with a random complex amplitude \(f_n\), drawn from the same distribution at every site and independently of the others. Then

\[
\langle f_m f_n^*\rangle=|\langle f\rangle|^2+\delta_{mn}\left(\langle|f|^2\rangle-|\langle f\rangle|^2\right),
\]

because independent factors average separately when \(m\ne n\). For \(N\) sites the mean intensity is

\[
I=|\langle f\rangle|^2\Big|\sum_n e^{-i\mathbf q_\parallel\cdot\mathbf r_n}\Big|^2
+N\left(\langle|f|^2\rangle-|\langle f\rangle|^2\right).
\]

The first term is the perfect pattern, weakened but no wider. The second is a smooth background with no peaks at the rods. Independent vacancies and independent vibrations thus make no streaks.

Steps differ because one step shifts the phase of a whole terrace. Take two terrace heights, \(h=0\) and \(h=1\), with equal coverage. Let the boundaries be random straight lines, thrown down independently and uniformly, and let the height switch at each line. Any straight path crosses one line per length \(L\) on average, so \(L\) is the mean terrace length along the path.

The number of crossings between two points a distance \(r\) apart is Poisson distributed with mean \(m=r/L\). The probability of an even number minus that of an odd number is

\[
E(r)=\sum_{n=0}^\infty(-1)^n e^{-m}\frac{m^n}{n!}=e^{-m}e^{-m}=e^{-2r/L}.
\]

The two points therefore have equal heights with probability \((1+E)/2\) and different heights with probability \((1-E)/2\).

Let \(\alpha=\mathbf q\cdot\mathbf t\) be the phase difference between terraces, where \(\mathbf t\) is the displacement from the lower to the upper one. For the specular rod \(\alpha=q_zd\), with \(d\) the step height. When the heights differ, \(h-h'=\pm1\) are equally likely, and the mean phase factor is \(\cos\alpha\). Hence

\[
C(r)=\frac{1+E}{2}+\frac{1-E}{2}\cos\alpha
=\cos^2\frac{\alpha}{2}+\sin^2\frac{\alpha}{2}\,e^{-2r/L}.
\]

The constant part keeps a sharp core on the rod. The decaying part, with weight \(\sin^2(\alpha/2)\), is broadened. If \(\alpha\) is a multiple of \(2\pi\), the terraces scatter in phase and the steps cause no broadening. If it is an odd multiple of \(\pi\), the core vanishes.

### The width of the rod

In single scattering the intensity is the lattice sum of \(C(r)e^{-i\mathbf q_\parallel\cdot\mathbf r}\). Near a rod write \(\mathbf q_\parallel=\mathbf G+\mathbf p\). On lattice sites \(e^{-i\mathbf G\cdot\mathbf r}=1\), and for \(L\) much larger than the lattice spacing the remaining function varies slowly, so the sum becomes an integral. With \(\kappa=2/L\), the broadened part has the profile

\[
S(p)\propto\int d^2r\,e^{-\kappa r}e^{-i\mathbf p\cdot\mathbf r}
=\int_0^{2\pi}d\psi\int_0^\infty r\,e^{-(\kappa+ip\cos\psi)r}\,dr.
\]

To evaluate it, first leave out the factor \(r\). The radial integral is then \(1/(\kappa+ip\cos\psi)\). Its imaginary part is odd under \(\psi\to\pi-\psi\) and integrates to zero. The real part, with \(u=\tan\psi\) covering the real line twice, gives

\[
\int_0^{2\pi}\frac{\kappa\,d\psi}{\kappa^2+p^2\cos^2\psi}
=2\int_{-\infty}^{\infty}\frac{\kappa\,du}{\kappa^2u^2+\kappa^2+p^2}
=\frac{2\pi}{\sqrt{\kappa^2+p^2}}.
\]

The missing \(r\) is restored by \(-\partial/\partial\kappa\), so the integral is \(2\pi\kappa/(\kappa^2+p^2)^{3/2}\). Divided by its value at \(p=0\), it is

\[
\frac{S(p)}{S(0)}=\left(1+\frac{p^2}{\kappa^2}\right)^{-3/2}.
\]

Half maximum requires \(1+p^2/\kappa^2=2^{2/3}\). The full width is therefore

\[
w=2\kappa\sqrt{2^{2/3}-1}=\frac{4}{L}\sqrt{2^{2/3}-1}\approx\frac{3.07}{L}.
\]

The number 3.07 belongs to this terrace model. Another distribution of steps with no preferred in-plane direction changes the profile and the number, but not the ratio found below. If the steps do have a preferred direction, as on a miscut surface, the rod can have different widths along and across the beam, and each angular width then needs its own \(w\).

### From rod width to streak length

Split a small change of the outgoing parallel wavevector into a part \(dk_r\) along \(\mathbf k_{f\parallel}\) and a part \(dk_t\) across it. Since \(|\mathbf k_{f\parallel}|=k\cos\theta\),

\[
dk_r=-k\sin\theta\,d\theta,\qquad dk_t=k\cos\theta\,d\varphi.
\]

The true angle sideways is the arc \(\cos\theta\,d\varphi\). Inserting the width \(w\) in each direction gives

\[
\boxed{\Delta_{\rm long}=\frac{w}{k\sin\theta},\qquad
\Delta_{\rm side}=\frac{w}{k},\qquad
\frac{\Delta_{\rm long}}{\Delta_{\rm side}}=\frac1{\sin\theta}.}
\]

The inverse sine comes from the flatness of the cosine at small angles: a large change of exit angle is needed to change the parallel momentum a little. Elasticity also gives \(k_z\,dk_z=-k\cos\theta\,dk_r\), or \(dk_z=-\cot\theta\,dk_r\), so the intersection runs far up and down the rod. Multiplying the two differentials gives \(d^2p=k^2\sin\theta\,d\Omega\): the solid angle of the spot is enlarged by the same factor.

On a flat screen at distance \(D\), normal to \(x\), a ray lands at \(Y=Dk_y/k_x\) and \(Z=Dk_z/k_x\). For the specular beam \(Z=D\tan\theta\), hence

\[
\delta Z=\frac{D}{\cos^2\theta}\,\frac{w}{k\sin\theta},\qquad
\delta Y=\frac{Dw}{k\cos\theta},\qquad
\frac{\delta Z}{\delta Y}=\frac{1}{\sin\theta\cos\theta}.
\]

For a side rod the stretch lies along \(\mathbf k_{f\parallel}\), which leaves \(k_y/k_x\) and so \(Y\) unchanged. Its streak is vertical too, with its own exit angle in the formula.

### Where the linear law ends

For the specular beam, put the exit angle at \(\theta+\varepsilon\):

\[
q_x=k[\cos(\theta+\varepsilon)-\cos\theta]
\approx-k\sin\theta\,\varepsilon-\tfrac12k\cos\theta\,\varepsilon^2.
\]

The second term is smaller than the first by \(\varepsilon/(2\tan\theta)\). With \(\varepsilon\approx w/(2k\sin\theta)\), the linear law needs \(w/2\ll k\sin^2\theta\) at glancing angles.

The lower half-maximum point obeys \(\cos\theta_{\rm low}=\cos\theta+w/(2k)\). It reaches the horizon, \(\theta_{\rm low}=0\), when \(w/2=k(1-\cos\theta)\). For broader rods, at fixed \(\alpha\), the surface edge cuts off the streak before the rod profile has fallen to half. In the opposite limit, \(\theta=90^\circ\), the two widths are equal and the spot is round.

### A stepped surface in numbers

Take 15 keV electrons, for which \(k=632.0\ \mathrm{nm^{-1}}\), and a square surface net of spacing \(a=0.31\) nm with steps of \(d=0.155\) nm. Let \(L=40\) nm, about one step per 130 sites. The specular beam is set at an out-of-phase angle, \(2k\sin\theta\,d=3\pi\):

\[
\sin\theta=\frac{3\pi}{2(632.0)(0.155)}=0.0481,\qquad \theta=2.76^\circ.
\]

The rod width is \(w=3.07/40=0.0766\ \mathrm{nm^{-1}}\), just 0.4% of the distance between rods. The angular widths are

\[
\Delta_{\rm side}=\frac{0.0766}{632.0}=0.121\ \mathrm{mrad},\qquad
\Delta_{\rm long}=\frac{0.0766}{30.40}=2.52\ \mathrm{mrad}=0.144^\circ.
\]

Their ratio is 20.8. On a screen 300 mm away the spot is 0.76 mm long and 0.036 mm wide.

The same rod, cut by the full sphere at other specular angles, shows that the projection is responsible:

| Exit angle | Length (mrad) | Length/width | \(1/\sin\theta\) |
|---|---|---|---|
| 1° | 7.10 | 58.5 | 57.3 |
| 4° | 1.74 | 14.3 | 14.3 |
| 30° | 0.243 | 2.00 | 2.00 |
| 90° | 0.121 | 1.00 | 1.00 |

The 2% excess at 1° is the curvature of the sphere. With \(s=w/(2k\sin^2\theta)\), the small-angle edges are \(\theta\sqrt{1\pm2s}\). Their difference is \(2s\theta(1+s^2/2+\dots)\), and \(s=0.20\) gives the 2%.

At the working angle the terrace length sets the streak length. The last column is the half-maximum length on the full sphere, including the change of \(\alpha\) along the streak:

| \(L\) (nm) | Linear law (mrad) | Full result (mrad) |
|---|---|---|
| 10 | 10.08 | 9.62 |
| 40 | 2.52 | 2.51 |
| 160 | 0.630 | 0.630 |

Here the full result is the shorter one. Moving along the streak changes \(q_z\), so the terraces drift away from opposite phase and the broadened part weakens. For \(L=40\) nm the phase changes by 0.121 rad at the upper half-maximum point, a loss of \(1-\cos^2(0.121/2)=0.4\%\). The loss grows roughly as the square of the streak length and outweighs the curvature. For the rod profile alone, at fixed \(\alpha\), the half-maximum point would meet the horizon at \(L=2.1\) nm, where a picture of wide terraces is itself doubtful. With the phase change included it stays well above the horizon. As the exit angle falls from \(\theta\) to zero, \(\alpha\) runs from \(3\pi\) to \(3\pi/2\). The factor \(\sin^2(\alpha/2)\) reaches one half at \(\alpha=5\pi/2\), an exit angle of 1.84°, and vanishes at \(\alpha=2\pi\), or 0.92°. The lower half-maximum point therefore never lies below 1.84°, whatever \(L\); for \(L=2.1\) nm it is at 1.97°.

The contrast between kinds of disorder was tested by explicit sums over 1000 random chains of 4000 sites. With 10% vacancies and independent height displacements of 0.01 nm rms, the peak fell to 0.56 of its perfect value, while its width stayed within 0.1% of the perfect one. With steps at the density above, the intensity at \(p=\kappa\) was 0.48 of the peak. The expected value is 0.5, since in one dimension \(e^{-\kappa|x|}\) transforms to \((1+p^2/\kappa^2)^{-1}\), and the finite length and discrete sites of the chains raise it to 0.51. The difference is within the sampling scatter, about 0.02 to 0.03. With the independent defects it was 0.0003.

The first side rod on the same Laue circle has \(G=2\pi/a=20.27\ \mathrm{nm^{-1}}\) along \(y\). Its exit angle follows from \(k\sin\theta_s=\sqrt{30.40^2-20.27^2}=22.66\ \mathrm{nm^{-1}}\), or \(\theta_s=2.05^\circ\). Its streak is longer, 3.38 mrad by the linear law. In a body-centred crystal a step also shifts the net sideways by \((a/2,a/2)\), which adds \(Ga/2=\pi\) to \(\alpha\). The broadened share is then 0.32, so this rod gives a sharp spot on a weaker streak. Here \(\alpha\) is not at an extremum of \(\sin^2(\alpha/2)\), so the share changes to first order along the streak. The broadened part becomes lopsided: it is 3.46 mrad long at half maximum, with 2.13 mrad below the sharp spot and 1.33 mrad above, and its maximum lies 0.22 mrad below the spot.

### Beside a real surface

The spacing, step height and body-centred shift are rough values for Mo(001), and the energy and angle are ordinary for electron diffraction during film growth. The terrace length is a plausible choice; real ones vary widely with temperature and miscut.

The assumption of a perfect beam strongly affects the visible shape. Take a round Gaussian instrumental spread of 0.30 mrad full width. Added in quadrature, it would hide the true breadth, with an apparent ratio of about 8 instead of 20.8, and would hardly change the length. But quadrature misses one effect. The spread exceeds the breadth of the spot, so each point of the streak also collects intensity from beside the centre line of the rod, where the profile falls off more slowly along the streak. Convolving the rod profile with the spread gives a length of 3.03 mrad instead of 2.52 mrad, and a ratio of 8.6. If the breadth is wholly unresolved, the profile along the streak becomes \((1+p^2/\kappa^2)^{-1}\), whose full width is \(4/L\) instead of \(3.07/L\). A terrace length should therefore be read from the streak at an out-of-phase angle, by fitting a rod profile that includes this sideways averaging. An energy change of 1 eV changes the exit angle of the side beam by just 0.001 mrad.

Refraction at a flat mean surface does not alter the projection, because parallel momentum is conserved there. For an inner potential of 15 V the beam inside the solid makes an angle of 3.31° and the streak spans 2.10 mrad; refraction on leaving stretches this to 2.52 mrad. The out-of-phase angle is less secure. The phase \(\alpha\) used here, with the vacuum momentum, holds if each terrace refracts at its own surface. If all terraces lay under one flat refracting plane, the momentum inside the solid would set the phase: \(\alpha\) would be \(3.6\pi\) instead of \(3\pi\), and the broadened share only 0.35. The 15 V is an illustrative value, and this share depends strongly on it: 0.12 at 20 V and below 0.01 at 25 V. A rough estimate for Mo from superposed free atoms is 28 to 30 V.

Steps also cast shadows. Each raised terrace shades a strip \(d/\tan\theta\) from the incoming beam and blocks an equal strip for the outgoing one. With one raised terrace per \(2L\), the affected share is at most \(d/(L\tan\theta)=8\%\). Its effect on the streak length has not been calculated.

Multiple scattering, which is strong for these electrons, correlated vibrations and the detailed scattering at step edges are also left out. They can change the intensity along the streak and the relation between \(w\) and \(L\). The factor \(1/\sin\theta\) rests on elastic scattering and on a small spread of parallel momentum, equal in all in-plane directions, whatever produced that spread. The numerical output gives further values.

## Table of computed values

```
electron energy: 15.0 keV
surface net spacing: 0.310 nm; step height: 0.155 nm
mean terrace length L: 40 nm; screen distance: 300 mm
wavenumber k: 632.0 1/nm; wavelength: 0.00994 nm
incidence = specular exit angle: 2.757 deg
sin(theta): 0.04810; 1/sin(theta): 20.79
k sin(theta): 30.40 1/nm
k sin^2(theta): 1.462 1/nm
correlation decay kappa: 0.0500 1/nm
rod half width: 0.03832 1/nm; full width w: 0.07664 1/nm
rod half width by quadrature: 0.03832 1/nm
width w / spacing of rods: 0.00378
streak length, formula: 2.521 mrad
streak length, formula: 0.1444 deg
streak length, exact half maximum: 2.513 mrad
sideways width, formula: 0.1213 mrad
spread of k_z along streak, w cot(theta): 1.591 1/nm
on screen: length 0.756 mm, width 0.0364 mm
screen ratio, exact 20.75, formula 20.81
solid angle: count 2.4015e-07 sr, formula 2.4009e-07 sr
largest error of sampled step correlation: 0.0059
independent defects: vacancies 0.10, rms height 0.010 nm
independent defects: rod width / perfect width: 0.9990
independent defects: peak / perfect peak: 0.5595, formula 0.5596
thermal factor of the peak alone: 0.691
I(kappa)/I(0), independent defects: 0.00032
I(kappa)/I(0), stepped chain: 0.481
side rod: G 20.27 1/nm, exit angle 2.055 deg
side rod: streak length 3.382 mrad, ratio 27.89
side rod: broadened share of intensity 0.319
L = 10 nm: streak formula 10.084 mrad, exact 9.615 mrad
L = 20 nm: streak formula 5.042 mrad, exact 4.981 mrad
L = 40 nm: streak formula 2.521 mrad, exact 2.513 mrad
L = 80 nm: streak formula 1.260 mrad, exact 1.259 mrad
L = 160 nm: streak formula 0.630 mrad, exact 0.630 mrad
exit 1 deg, same rod: length 7.0962 mrad, ratio 58.52, 1/sin 57.30
exit 2 deg, same rod: length 3.4789 mrad, ratio 28.69, 1/sin 28.65
exit 4 deg, same rod: length 1.7385 mrad, ratio 14.34, 1/sin 14.34
exit 10 deg, same rod: length 0.6983 mrad, ratio 5.76, 1/sin 5.76
exit 30 deg, same rod: length 0.2425 mrad, ratio 2.00, 1/sin 2.00
exit 90 deg, same rod: length 0.1213 mrad, ratio 1.00, 1/sin 1.00
terrace length at which half maximum meets horizon: 2.10 nm
shadowed share of surface: 0.080
terrace phase change at streak end: 0.121 rad, intensity loss 0.0037
instrument spread: 0.30 mrad, apparent ratio about 7.8
side-rod shift for 1 eV energy change: 0.00097 mrad
inner potential 15 V: inside angle 3.306 deg, inside length 2.102 mrad
```
